\section*{Spontaneous emission in a dielectric: virtual-cavity and real-cavity local fields}

\section*{Problem}

A point emitter with an electric-dipole transition is embedded in a large, transparent, isotropic, nonmagnetic host of refractive index $n$ and relative permittivity $\varepsilon=n^2$. Its transition dipole $\mathbf p$ and angular frequency $\omega$ are the same in the host as in vacuum. Dispersion of the host near $\omega$ is neglected. Let $\Gamma$ be the radiative decay rate in the host and $\Gamma_0$ that in vacuum. The field acting on the emitter is $L$ times the macroscopic field $\mathbf E$.

\begin{enumerate}
\item Find $\Gamma/\Gamma_0$ in terms of $n$ and $L$.
\item Find $L$ for (i) a virtual cavity, in which the emitter leaves the polarization of the host undisturbed, and (ii) a real cavity, an empty sphere much smaller than the wavelength with the emitter at its centre. Evaluate both enhancements for $n=1.5$.
\item Compare the models for general $n$, and identify the physical origin of their difference.
\item A dye-like emitter at 600 nm has a radiative lifetime of 20 ns in vacuum and is dissolved in liquid benzene, with $n\approx1.5$. Find the radiative lifetimes predicted by the two models. Judge whether one measured decay time could decide between them.
\end{enumerate}

\section*{Solution}

\subsection*{1. The rate for a given local-field factor}

Take a periodic box of volume $V$ filled with the host. A plane-wave mode has wavevector $\mathbf k$, transverse unit polarization $\mathbf e$ and frequency $\omega_k=ck/n$. Its electric-field operator is
\begin{equation}
\mathbf E=i\mathcal E_k\left(\mathbf e\,a\,e^{i\mathbf k\cdot\mathbf r}-\mathbf e^{*}a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right).
\end{equation}
The amplitude $\mathcal E_k$ follows from the zero-point energy $\hbar\omega_k/2$. In a plane wave $B=nE/c$, so the magnetic energy density $B^2/2\mu_0$ equals the electric one, $\varepsilon_0n^2E^2/2$. Since $\langle0|E^2|0\rangle=\mathcal E_k^2$,
\begin{equation}
\frac{\hbar\omega_k}{2}=\varepsilon_0n^2V\mathcal E_k^2
\quad\Rightarrow\quad
\mathcal E_k^2=\frac{\hbar\omega_k}{2\varepsilon_0n^2V}.
\end{equation}

The emitter couples to the local field, so the interaction is $-L\,\mathbf p\cdot\mathbf E$. Here $L$ is real because the host is transparent and the surroundings that determine it are much smaller than a wavelength. For weak coupling, the golden rule gives
\begin{equation}
\Gamma=\frac{2\pi}{\hbar^2}\sum_{\mathbf k,\mathbf e}L^2|\mathbf p\cdot\mathbf e|^2\mathcal E_k^2\,\delta(\omega_k-\omega).
\end{equation}
If $\theta$ is the angle between $\mathbf p$ and $\mathbf k$, the two transverse polarizations together give $p^2\sin^2\theta$. For a large box the sum over $\mathbf k$ becomes $V/(2\pi)^3$ times an integral, with
\begin{equation}
\int\sin^2\theta\,d\Omega=\frac{8\pi}{3},\qquad
k^2dk=\frac{n^3\omega_k^2}{c^3}\,d\omega_k .
\end{equation}
Therefore
\begin{align}
\Gamma&=\frac{2\pi}{\hbar^2}\,L^2p^2\,
\frac{\hbar\omega}{2\varepsilon_0n^2V}\,
\frac{V}{8\pi^3}\,\frac{8\pi}{3}\,\frac{n^3\omega^2}{c^3}\nonumber\\
&=nL^2\,\frac{\omega^3p^2}{3\pi\varepsilon_0\hbar c^3}.
\end{align}
Vacuum has $n=L=1$, so the last fraction is $\Gamma_0$ and
\begin{equation}
\boxed{\frac{\Gamma}{\Gamma_0}=nL^2.}
\label{rate}
\end{equation}
The density of modes supplies $n^3$, and the squared field per photon supplies $1/n^2$. Without a local-field correction the enhancement would be $n$. An explicit sum over the modes of a box 15 vacuum wavelengths wide, with the delta function replaced by a Gaussian of standard deviation $0.05\,\omega$, gives a ratio of 1.5000 for $n=1.5$.

\subsection*{2(i). Virtual cavity}

Model the host as polarizable points on a cubic lattice, and place the emitter at a point of cubic symmetry. Draw an imaginary sphere around it, large compared with the lattice spacing but small compared with the wavelength. To find the local field, subtract from $\mathbf E$ the field of the smoothly polarized material inside the sphere, and add back the field of the actual points there.

Let the polarization $\mathbf P$ lie along $z$. A uniformly polarized sphere of radius $a$ carries surface charge $P\cos\theta$, whose field at the centre is
\begin{equation}
E_{\rm smooth}=-\frac{1}{4\pi\varepsilon_0a^2}\int(P\cos\theta)\cos\theta\,a^2d\Omega
=-\frac{P}{3\varepsilon_0}.
\end{equation}
The minus sign arises because the field points away from the positive cap. The actual points, each with dipole $p_h$ along $z$, give
\begin{equation}
E_{\rm near}=\frac{p_h}{4\pi\varepsilon_0}\sum_j\frac{3z_j^2-r_j^2}{r_j^5}=0,
\end{equation}
because cubic symmetry makes the sums of $x_j^2/r_j^5$, $y_j^2/r_j^5$ and $z_j^2/r_j^5$ equal. The transverse components contain $x_jz_j$ or $y_jz_j$ and cancel by reflection. With $P=\varepsilon_0(\varepsilon-1)E$,
\begin{equation}
E_{\rm loc}=E+\frac{P}{3\varepsilon_0}
=\left(1+\frac{\varepsilon-1}{3}\right)E,
\qquad
L_{\rm v}=\frac{\varepsilon+2}{3}.
\label{virtual}
\end{equation}

A direct calculation supports this result. In a slab of 21 layers of a simple cubic lattice, with the field normal to the faces, the point polarizability was set by the Clausius--Mossotti relation for $\varepsilon=2.25$. Solving for the mutually induced dipoles returned $\varepsilon=2.2500$ and a local-field factor of 1.4167, both at a host site and at the empty centre of a lattice cube.

For $n=1.5$,
\begin{equation}
L_{\rm v}=\frac{4.25}{3}=1.4167,\qquad
\frac{\Gamma_{\rm v}}{\Gamma_0}=1.5\times2.0069=3.010.
\end{equation}

\subsection*{2(ii). Real cavity}

Now remove the material from a sphere whose radius $a$ is much smaller than the wavelength in the host, $n\omega a/c\ll1$. On this scale the field is quasi-static, and the potential satisfies Laplace's equation. For a distant field $E$ along $z$, the solutions regular at the centre and of the correct form at large distance are
\begin{equation}
\Phi_{\rm in}=-E_{\rm in}r\cos\theta,\qquad
\Phi_{\rm out}=-\left(Er+\frac{B}{r^2}\right)\cos\theta .
\end{equation}
Continuity of the potential at $r=a$ gives $E_{\rm in}=E+B/a^3$. Continuity of the normal displacement gives
\begin{equation}
E_{\rm in}=\varepsilon\left(E-\frac{2B}{a^3}\right).
\end{equation}
Substituting $B/a^3=E_{\rm in}-E$,
\begin{equation}
E_{\rm in}=\varepsilon(3E-2E_{\rm in})
\quad\Rightarrow\quad
L_{\rm r}=\frac{E_{\rm in}}{E}=\frac{3\varepsilon}{2\varepsilon+1}.
\label{real}
\end{equation}
The charge on the cavity wall raises the field inside, so $L_{\rm r}>1$ for $\varepsilon>1$. For $n=1.5$,
\begin{equation}
L_{\rm r}=\frac{6.75}{5.5}=1.2273,\qquad
\frac{\Gamma_{\rm r}}{\Gamma_0}=1.5\times1.5062=2.259.
\end{equation}
The two enhancements asked for are therefore about 3.0 and 2.3.

\paragraph{A check from the radiated wave.}
The power of a classical dipole of fixed moment gives the same real-cavity result without counting modes. Let $k_0=\omega/c$ and use time dependence $e^{-i\omega t}$. Apart from a common factor $\sin\theta$, the azimuthal magnetic field is
\begin{equation}
H_{\rm in}=h_1(k_0r)+b\,j_1(k_0r),\qquad H_{\rm out}=c_1h_1(nk_0r),
\end{equation}
where $j_1$ is the spherical Bessel function and $h_1$ the outgoing spherical Hankel function. The first term is the fixed source and the second is the wave returned by the wall. Tangential $H$ and tangential $E\propto(\varepsilon r)^{-1}d(rH)/dr$ are continuous, with $\varepsilon=1$ inside.

For $x=k_0a$ with both $x$ and $nx$ small, use $h_1(x)\simeq-i/x^2$, the same form for $h_1(nx)$, and $j_1(x)\simeq x/3$. With $\beta=bx^3/3$ and $\gamma=c_1/n^2$, the two conditions, multiplied by $x^2$, become
\begin{equation}
-i+\beta=-i\gamma,\qquad i+2\beta=\frac{i\gamma}{\varepsilon}.
\end{equation}
The first gives $\beta=i(1-\gamma)$. The second then reads $3-2\gamma=\gamma/\varepsilon$, so $\gamma=3\varepsilon/(2\varepsilon+1)=L_{\rm r}$.

Far away $|H_{\rm out}|\simeq|c_1|/(nk_0r)$, and the wave impedance is $1/n$ of its vacuum value. The power relative to vacuum is thus
\begin{equation}
\frac{|c_1|^2}{n^2}\,\frac1n=\frac{(n^2L_{\rm r})^2}{n^3}=nL_{\rm r}^2,
\end{equation}
in agreement with \eqref{rate}.

Solving the matching conditions without the small-$x$ approximation, at 600 nm and $n=1.5$, gives 2.2593 for $a=0.4$ nm. This equals the small-cavity value to the digits shown. For $a=20$ nm the result is 2.160, which is 4.4\% below that limit, so the finite size of the cavity then matters at the per-cent level.

\subsection*{3. Comparison and physical origin}

From \eqref{virtual} and \eqref{real},
\begin{equation}
\frac{L_{\rm v}}{L_{\rm r}}
=\frac{(\varepsilon+2)(2\varepsilon+1)}{9\varepsilon}
=\frac{2\varepsilon^2+5\varepsilon+2}{9\varepsilon}
=1+\frac{2(\varepsilon-1)^2}{9\varepsilon}.
\label{ratio}
\end{equation}
For positive $\varepsilon$ the virtual-cavity factor is never the smaller one, and the two coincide at $\varepsilon=1$. For $n=1.5$ the ratio is $1+3.125/20.25=1.154$. Its square, 1.33, is the ratio of the rates: the virtual-cavity rate is 33\% above the real-cavity rate.

In a dilute host, put $\varepsilon=1+\delta$ with $\delta\ll1$. Then
\begin{equation}
L_{\rm v}=1+\frac{\delta}{3},\qquad
L_{\rm r}=\frac{1+\delta}{1+2\delta/3}
=1+\frac{\delta}{3}-\frac{2\delta^2}{9}+O(\delta^3).
\end{equation}
The models agree to first order in $\delta$. For large $n$, in contrast, $L_{\rm v}\simeq n^2/3$ and $L_{\rm r}\to3/2$, so the enhancements grow as $n^5/9$ and $9n/4$. The choice of model then matters far more than at $n=1.5$. These forms hold only while the sphere stays small against the wavelength in the host, $nk_0a\ll1$. At 600 nm, an empty cavity with $n=10$ and $a=5$ nm gives 17.5 instead of the small-cavity value 22.3, and one with $n=3.5$ and $a=20$ nm gives 4.95 instead of 7.27.

The second-order difference comes from the response of the surroundings to the dipole that was removed. Consider a host point of polarizability $\alpha$ occupying volume $v$. In the intact host its dipole is $\alpha E_{\rm loc}$. This dipole polarizes its neighbours, which return a field $R\alpha E_{\rm loc}$ to the site. If the point is removed, that contribution disappears, and the field at the vacant site is
\begin{equation}
E_{\rm vac}=(1-\alpha R)E_{\rm loc}.
\label{vacancy}
\end{equation}

Estimate $R$ by treating the surroundings as a continuum outside a sphere of volume $v=4\pi a^3/3$. A dipole $p$ at the centre gives the potentials
\begin{equation}
\Phi_{\rm in}=\left(\frac{p}{4\pi\varepsilon_0r^2}-Rpr\right)\cos\theta,\qquad
\Phi_{\rm out}=\frac{q\cos\theta}{4\pi\varepsilon_0r^2},
\end{equation}
with $q$ a constant. Write $\rho=4\pi\varepsilon_0a^3R$. Continuity of potential gives $q=(1-\rho)p$, and continuity of normal displacement gives $(2+\rho)p=2\varepsilon q$. Hence
\begin{equation}
2+\rho=2\varepsilon(1-\rho)
\quad\Rightarrow\quad
\rho=\frac{2(\varepsilon-1)}{2\varepsilon+1}.
\end{equation}
The polarizability follows from $P=\alpha E_{\rm loc}/v=\varepsilon_0(\varepsilon-1)E$ and $E_{\rm loc}=(\varepsilon+2)E/3$, which give $\alpha=3\varepsilon_0v(\varepsilon-1)/(\varepsilon+2)$. Since $4\pi a^3=3v$,
\begin{align}
\alpha R&=\frac{\alpha\rho}{3\varepsilon_0v}
=\frac{2(\varepsilon-1)^2}{(\varepsilon+2)(2\varepsilon+1)},\\
1-\alpha R&=\frac{9\varepsilon}{(\varepsilon+2)(2\varepsilon+1)}
=\frac{L_{\rm r}}{L_{\rm v}}.
\end{align}
Removing one host point, with this continuum estimate of the returned field, turns the virtual-cavity result into the real-cavity result.

An actual lattice need not follow the continuum estimate. For a nonpolarizable emitter replacing the central point of a simple cubic cluster, six lattice constants in radius, a direct solution for the induced dipoles gives the ratio in \eqref{vacancy}. Multiplied by the intact-lattice factor, it yields $L=1.31$ and an enhancement of 2.58, between the two models. Here $1-\alpha R=0.925$, whereas the continuum value is $1.2273/1.4167=0.866$. The discrete neighbours return a weaker field than a continuum filling the space outside a sphere of volume $v$. Within this lattice model, a nonpolarizable emitter added at a cubic interstitial site follows the virtual-cavity formula, but a nonpolarizable substitutional one does not reduce to an empty continuum sphere. If an added emitter is itself polarizable, its induced dipole draws a further field back from the neighbours, and $L$ changes.

\subsection*{4. An emitter in liquid benzene}

The vacuum radiative rate is $1/(20\ \mathrm{ns})=50\ \mu\mathrm s^{-1}$. The predicted radiative lifetimes are
\begin{equation}
\tau_{\rm v}=\frac{20\ \mathrm{ns}}{3.010}=6.64\ \mathrm{ns},
\qquad
\tau_{\rm r}=\frac{20\ \mathrm{ns}}{2.259}=8.85\ \mathrm{ns}.
\end{equation}
These are purely radiative. A decay measurement gives the total rate, including nonradiative loss. Suppose the loss is $20\ \mu\mathrm s^{-1}$ in both vacuum and host. The ratios of total rates are then
\begin{equation}
\frac{3.010\times50+20}{50+20}=2.44,
\qquad
\frac{2.259\times50+20}{50+20}=1.90.
\end{equation}
If the loss were overlooked, an emitter obeying the virtual-cavity model would show 2.44, which lies closer to the real-cavity prediction of 2.26 than to its own value of 3.01. That comparison uses decay times in both vacuum and host. One decay time in the host can mislead too. With the same loss, an emitter obeying the real-cavity model has a total rate of $113.0+20=133.0\ \mu\mathrm s^{-1}$ and a decay time of 7.52 ns, which lies closer to the virtual-cavity prediction of 6.64 ns than to its own radiative lifetime of 8.85 ns. A single decay time could therefore select the wrong model.

The same rates matter for a light-emitting device, because the fraction of excitations that decay radiatively depends on them. With the loss held fixed, this fraction is $50/70=0.71$ in vacuum, $150.5/170.5=0.88$ for the virtual cavity and $113.0/133.0=0.85$ for the real one. It does not include the escape of light from the device.

\paragraph{Shape of the cavity.}
A dye molecule is often elongated. Replace the sphere by an empty ellipsoid with the dipole along a principal axis, and let $N$ be the depolarization factor along it: an ellipsoid with uniform polarization $P'$ has the uniform internal field $-NP'/\varepsilon_0$. Let $\hat{\mathbf n}$ point out of the cavity. Continuity of normal displacement gives $\hat{\mathbf n}\cdot\mathbf E_{\rm out}=\hat{\mathbf n}\cdot\mathbf E_{\rm in}/\varepsilon$, so the wall charge is
\begin{equation}
\sigma=\varepsilon_0\hat{\mathbf n}\cdot(\mathbf E_{\rm out}-\mathbf E_{\rm in})
=-\varepsilon_0\left(1-\frac1\varepsilon\right)\hat{\mathbf n}\cdot\mathbf E_{\rm in}.
\end{equation}
This is the surface charge of an ellipsoid with $P'=-\varepsilon_0(1-1/\varepsilon)E_{\rm in}$. Adding its field to $E$,
\begin{equation}
E_{\rm in}=E+N\left(1-\frac1\varepsilon\right)E_{\rm in}
\quad\Rightarrow\quad
L=\frac{\varepsilon}{\varepsilon-N(\varepsilon-1)}.
\end{equation}
A sphere has $N=1/3$, which restores \eqref{real}. For a long-to-short axis ratio of 2 and the dipole along the long axis, $N=0.1736$ and
\begin{equation}
L=\frac{2.25}{2.25-0.1736\times1.25}=1.107,\qquad
\frac{\Gamma}{\Gamma_0}=1.84.
\end{equation}
Integrating the field of the wall charge numerically confirmed this $L$ at the centre and at an axial point 0.7 short semi-axes away. The enhancement is 19\% below that of the spherical cavity, a change comparable with the separation between the original models. The sign depends on orientation: with the dipole along a short axis, $N=(1-0.1736)/2=0.4132$, $L=1.298$ and the enhancement is 2.53, above the spherical value.

\paragraph{The real liquid.}
The index 1.5 is a rough visible value for benzene. The lifetime, loss rate and 0.4 nm cavity radius are chosen round parameters, not data for a particular dye; 20 ns is long for a strongly allowed dye transition. The cavity is comparable in size with the surrounding molecules, so its sharp wall is an idealization. The empty cavity also leaves out the dye's own polarizability $\alpha_d$, which changes the factor to $L_{\rm r}/(1-\alpha_dR)$. For a sphere of effective permittivity $\varepsilon_d$, $\alpha_dR=\rho(\varepsilon_d-1)/(\varepsilon_d+2)$. A dye as polarizable as the host restores the virtual-cavity value 3.01, and an effective index of 1.7 gives 3.3, so the two models do not bracket the possible results. The cubic lattice above illustrates discreteness without representing the liquid's structure. A solvent red shift from 600 to 610 nm, at fixed dipole and index, multiplies both rates by $(600/610)^3=0.952$, giving enhancements of 2.86 and 2.15. Warming by 30 K, with a rough index slope of $-0.0006\ \mathrm K^{-1}$ and no other change, lowers $n$ to 1.482 and the original enhancements to 2.90 and 2.21. For these assumed values both changes are smaller than the gap between the models, and the assumed cavity shape and nonradiative loss have larger effects. The 10 nm shift is only about $270\ \mathrm{cm}^{-1}$, however. A shift of $1000\ \mathrm{cm}^{-1}$ would multiply the rates by 0.83, and one to 660 nm, about $1500\ \mathrm{cm}^{-1}$, would lower the virtual-cavity enhancement to the unshifted real-cavity value. A useful comparison therefore needs the radiative rate separated from the loss, the frequency shift corrected, and evidence that the transition dipole is unchanged. Varying the index helps if these quantities stay under control, because \eqref{ratio} predicts a growing separation. The main values used here are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Host index, rough value for liquid benzene: 1.50 (dimensionless)
Relative permittivity: 2.2500 (dimensionless)
Emission wavelength in vacuum: 600 nm
Chosen vacuum radiative lifetime: 20.0 ns
Vacuum radiative rate: 50.0 per microsecond
Mode-sum rate ratio without local field: 1.5000 (dimensionless)
Virtual-cavity field factor: 1.4167 (dimensionless)
Real-cavity field factor: 1.2273 (dimensionless)
Virtual-cavity squared field factor: 2.0069 (dimensionless)
Real-cavity squared field factor: 1.5062 (dimensionless)
Virtual-cavity rate enhancement: 3.0104 (dimensionless)
Real-cavity rate enhancement: 2.2593 (dimensionless)
Virtual/real rate ratio: 1.3325 (dimensionless)
Virtual-cavity radiative lifetime: 6.64 ns
Real-cavity radiative lifetime: 8.85 ns
Slab permittivity from point dipoles: 2.2500 (dimensionless)
Slab field factor at host site: 1.4167 (dimensionless)
Slab field factor at interstitial centre: 1.4167 (dimensionless)
Cubic-lattice substitution field factor: 1.3106 (dimensionless)
Cubic-lattice substitution enhancement: 2.5764 (dimensionless)
Chosen cavity radius: 0.4 nm
Full-wave enhancement at that radius: 2.2593 (dimensionless)
Large comparison cavity radius: 20.0 nm
Full-wave enhancement in large cavity: 2.1596 (dimensionless)
Elongated cavity aspect ratio: 2.0 (dimensionless)
Elongated cavity depolarization factor: 0.1736 (dimensionless)
Elongated cavity field factor: 1.1067 (dimensionless)
Elongated cavity enhancement: 1.8372 (dimensionless)
Chosen nonradiative rate: 20.0 per microsecond
Total decay-rate ratio, virtual cavity: 2.4360 (dimensionless)
Total decay-rate ratio, real cavity: 1.8995 (dimensionless)
Assumed solvent red shift: 10.0 nm
Rate multiplier from red shift: 0.9516 (dimensionless)
Virtual enhancement with red shift: 2.8648 (dimensionless)
Real enhancement with red shift: 2.1500 (dimensionless)
Assumed warming: 30 K
Rough index slope: -0.0006 per K
Index after warming: 1.4820 (dimensionless)
Virtual enhancement after warming: 2.8996 (dimensionless)
Real enhancement after warming: 2.2125 (dimensionless)
\end{verbatim}
